Local field and permittivity of a square array of polarizable lines

## First half: line dipoles, the local field and the density law

### Definitions and conventions

Identical, infinitely long, straight lines run parallel to the z axis in vacuum. They cross the xy plane at the points of a square array of pitch d, so the number of lines per unit area is

n = 1/d².

A static electric field acts in the xy plane, across the lines. Nothing depends on z, and every vector below has two components. SI units are used throughout.

Each line responds to the field by acquiring an electric dipole moment per unit length, p, measured in coulombs. The field that polarizes a line is the field at its position due to every source except that line itself. It is called the local field, E_loc. The response is taken to be linear and the same in all transverse directions:

p = α E_loc.

Here α is the polarizability per unit length, with the unit F m. The ratio α/ε0 is an area. In this half a line is thin: its own field is that of a dipole, and the field polarizing it is uniform across it. Rods of finite thickness come in the second half.

Two macroscopic quantities are needed. The polarization is the dipole moment per unit volume,

P = n p,

and the macroscopic field E is the true field averaged over a region containing many lines. The transverse relative permittivity k follows from D = ε0E + P = ε0kE, so that

P = ε0(k − 1)E.

The aim is to express k through n and α. The difficulty is that E and E_loc are different fields. E includes the strong field close to each line, while E_loc leaves out the field of the line being polarized.

### The simplest case: one line

A line with charge λ per unit length has, by Gauss's law on a cylinder of radius r, the radial field λ/(2πε0r). Its potential is −(λ/2πε0) ln r, up to a constant.

Put a charge +λ at s/2 and a charge −λ at −s/2, where s is a short vector, and define p = λs. The potential of the pair at r is

φ = −(λ/2πε0) [ln|r − s/2| − ln|r + s/2|].

To first order in s, ln|r ∓ s/2| = ln r ∓ s·r/(2r²). The bracket is therefore −s·r/r², and

φ = p·r/(2πε0r²).

The field is minus the gradient. The product rule gives ∇(p·r/r²) = p/r² − 2(p·r)r/r⁴. With the unit vector r̂ = r/r,

E_dip = [2(p·r̂)r̂ − p]/(2πε0r²).

Two directions show the signs. On the axis of the dipole, r̂ is parallel to p and the field is +p/(2πε0r²), along the dipole. Beside the dipole, r̂ is perpendicular to p and the field is −p/(2πε0r²), against the dipole. The two have equal strength at equal distance, and the next stage rests on that equality.

If the lines are so far apart that they don't affect one another, E_loc = E and P = nαE. Then k − 1 = nα/ε0. This is the dilute limit that the full result must reproduce.

### Four neighbours, then the whole square array

Surround one line by its four nearest neighbours, all with the same dipole p along x. The neighbours at (±d, 0) lie on the axis of the dipoles, and each gives +p/(2πε0d²) at the centre. Those at (0, ±d) lie beside it, and each gives −p/(2πε0d²). The sum is zero.

The cancellation extends to the whole array and to any transverse direction of p. Take a site at r, and the site r′ obtained by turning r through 90° about the central line. Both are sites of the square array, at the same distance. The unit vectors r̂ and r̂′ are perpendicular, so the components of p along them add up to p itself:

(p·r̂)r̂ + (p·r̂′)r̂′ = p.

The two fields at the centre therefore add up to

[2p − p − p]/(2πε0r²) = 0.

A disc centred on a line is unchanged by a 90° turn, so all the other lines inside it can be grouped in such pairs. Their total field at the centre vanishes, whatever the radius of the disc.

The cancellation needs the symmetry. For dipoles along x, the sum over the lines in the disc is

T = Σ (x² − y²)/(2πr⁴),

and the field at the centre is Tp/ε0. A direct sum over a disc of radius 20.3 pitches gives zero to rounding error, 3.5 × 10⁻¹⁷, for the square array. With spacings 1 along x and 0.8 along y, the same disc gives T = −0.186. The negative sign is as expected: the closer neighbours now lie beside the dipoles and oppose them.

### What an average over a disc does

It remains to relate the local field to the average field. Consider a disc of radius R centred on the origin, and one line charge λ at the point s. Its field, averaged over the disc, is

⟨E⟩ = (1/πR²) ∫ λ(r − s)/(2πε0|r − s|²) d²r.

Now read the integral the other way round. Let the disc carry a uniform charge with total λ per unit length, so that its density is λ/(πR²). The field of this charged disc at the point s is

E_disc(s) = ∫ (λ/πR²) (s − r)/(2πε0|s − r|²) d²r.

The integrands differ in sign alone, so ⟨E⟩ = −E_disc(s). Gauss's law gives E_disc at once, and there are two cases.

If the charge lies outside the disc, s > R, the whole charge λ is enclosed by a circle through s, and

⟨E⟩ = −λs/(2πε0s²).

This equals the field that the line charge at s produces at the origin. For outside sources, the average over the disc is the value at its centre.

If the charge lies inside, s < R, the enclosed charge is λs²/R², and

⟨E⟩ = −λs/(2πε0R²).

This average is linear in the position of the charge. For a line dipole inside the disc, with +λ and −λ separated by s₁ and p = λs₁, subtraction gives

⟨E⟩ = −p/(2πε0R²) = −(1/2ε0) p/(πR²).

The result doesn't depend on where in the disc the dipole sits. The minus sign has a simple origin: between the two charges the field points from + to −, against p.

A numerical average confirms the inner case away from the centre. In units with ε0 = 1 and R = 1, charges ±1 were placed at (0.35, 0.20) and (0.25, 0.20), each spread over a small disc of radius 0.1 to keep the integrand finite. The formula gives −0.1/(2π) = −0.01592, and the integration gives −0.01592. The spreading doesn't alter the prediction, because the average is linear in position and each charge keeps its centre.

### The local field

Choose a line well inside the array and draw around it a disc of radius R. The disc must contain many lines, R ≫ d, while P must be practically uniform across it. Divide all sources into those outside the disc, which include electrodes and distant lines, and the N lines inside it.

The macroscopic field is the average over the disc. Outside sources contribute their field at the centre, E_out(0). Each inside line, the central one included, contributes −p/(2ε0πR²). Hence

E = E_out(0) − (1/2ε0) Np/(πR²).

For a large disc N/(πR²) tends to n. The miscount comes from the rim and is at most of relative order d/R. With np = P,

E = E_out(0) − P/(2ε0).

The local field at the central line comes from the outside sources and from the other lines inside. The latter give zero by the 90° pairing, so E_loc = E_out(0), and

E_loc = E + P/(2ε0).

The added term is thus not the field of the near neighbours, which cancels. It restores what the averaging subtracted, namely the backward fields inside the dipoles, between their charges.

The 2 in the denominator is the number of dimensions in which the field spreads. For point dipoles in a ball, the same exchange of source and field point uses the inner field qr/(4πε0R³) of a charged ball. The average is −p/(4πε0R³), which is −p/(3ε0V) with V = 4πR³/3. Point dipoles on a cubic lattice, whose near fields also cancel by symmetry, therefore have P/(3ε0) in place of P/(2ε0).

### The density law

Insert the local field into P = nαE_loc and write u = nα/ε0:

P = u(ε0E + P/2).

Collecting P on the left gives P(1 − u/2) = uε0E. Since k − 1 = P/(ε0E),

k − 1 = u/(1 − u/2).

Adding 2 to both sides and using a common denominator,

k + 1 = (2 − u + u)/(1 − u/2) = 2/(1 − u/2).

Dividing the first by the second,

(k − 1)/(k + 1) = u/2 = nα/(2ε0).

The right side is proportional to the line density n if α stays fixed and the array remains square while n changes. The permittivity itself is

k = (1 + u/2)/(1 − u/2).

For small u this gives k − 1 = u + u²/2 + …, which starts with the dilute limit found for independent lines. The second term is the first effect of the local field, and it raises k. The ratio of the two fields follows from P = ε0(k − 1)E:

E_loc/E = 1 + (k − 1)/2 = (k + 1)/2.

As u approaches 2 the formula makes k diverge: at u = 2 the term P/(2ε0) alone would sustain the dipoles, with no average field E. For ideal line dipoles with a prescribed α, the linear model fails even earlier. At u ≈ 1.83, dipoles that point along their rows, with the direction reversed from one row to the next, already sustain one another. Dielectric rods reach neither value, as the second half shows.

### A slab with no local-field formula in it

The law can be tested without any averaging argument. Take a slab of nine rows of lines, each row infinite along x, and solve the linear equations in which every dipole responds to the external field and to the dipole fields of all the other lines. The polarization P is read from the middle row.

For a field along x, in the plane of the slab, the tangential field is continuous. The macroscopic field inside equals the external field E0, and k = 1 + P/(ε0E0).

For a field along y, normal to the slab, D is continuous and equals ε0E0. The macroscopic field inside is E0 − P/ε0 = E0/k, so k = 1/[1 − P/(ε0E0)].

With u = 0.1, 0.5, 1.0 and 1.4 and both field directions, the largest relative difference between the slab's k and the law is 1.3 × 10⁻⁶. At u = 1.4 the law gives k = 1.7/0.3 = 5.7, so the agreement isn't confined to weak coupling. It also confirms that k is the same in both directions.

The normal direction can be followed by hand. The law predicts E_loc = E0 − P/ε0 + P/(2ε0) = E0 − 0.5P/ε0. A line's own row contributes two neighbours at each distance md, all of them beside the dipole:

−(p/πε0d²)(1 + 1/4 + 1/9 + …) = −πp/(6ε0d²) = −0.524P/ε0,

since the series sums to π²/6 and p = Pd². The row alone slightly overshoots the shift of −0.5P/ε0, and all the other rows together supply the correction of +0.024P/ε0.

## Second half: dielectric rods, a low-k example and the limits of the law

### Symbols and results carried over

Parallel lines along z form a square array of pitch d in vacuum, with n = 1/d² lines per unit area. E is the average transverse field, and E_loc is the field at a line due to all other sources. The dipole per unit length is p = αE_loc, the polarization is P = np = ε0(k − 1)E, and u = nα/ε0. A line dipole has the potential p·r/(2πε0r²). The first half gave, for line dipoles,

E_loc = E + P/(2ε0) and (k − 1)/(k + 1) = u/2.

What is still missing is α for a real object, and an estimate of what happens when the object isn't a thin line in a perfect square array.

### One dielectric rod

Let the line be a round rod of radius a and relative permittivity k_i, in a uniform field E_loc along x. With θ measured from x, try

outside: φ = (−E_loc r + B/r) cos θ,
inside: φ = −C r cos θ.

Both satisfy Laplace's equation. Far away the first reduces to the applied field, and the second is finite at the centre. Continuity of the potential at r = a, divided by −a, gives

C = E_loc − B/a².

Continuity of the normal displacement, −ε0∂φ/∂r outside and −ε0k_i∂φ/∂r inside, gives

E_loc + B/a² = k_i C = k_i(E_loc − B/a²).

Collecting the terms in B, (k_i + 1)B/a² = (k_i − 1)E_loc, so

B = βa²E_loc, with β = (k_i − 1)/(k_i + 1).

The term B cos θ/r is the potential of a line dipole with p = 2πε0B. Therefore

α = 2πε0a²β.

Let f = πa²n be the fraction of the cross-section filled by rods. Then u/2 = nα/(2ε0) = πa²nβ, and the density law becomes

(k − 1)/(k + 1) = fβ.

For k_i = 1 the rods vanish electrically and k = 1. If f could reach 1, the formula would return k = k_i, as it should for a solid block. Round rods on a square array touch at a = d/2, where f = π/4. As β < 1, fβ stays below π/4 and the divergence at u/2 = 1 isn't reached. This doesn't make the law accurate up to contact: for closely spaced rods of high permittivity it gives k much too low, because such rods no longer act on one another as simple dipoles. At k_i = 80 and f = 0.75, for example, the law gives 6.4, while the full solution for round rods gives about 10.5.

The same rod formula gives a consistency check on the law. Treat a large round bundle of N lines, of radius b₀, as a uniform rod of permittivity k in an applied field E0. Its moment per unit length is 2πε0b₀²E0(k − 1)/(k + 1). With the density law this is πb₀²nαE0 = NαE0. The bundle has the moment of N independent lines. That is what the local field requires: inside the bundle the average field is E0 − P/(2ε0), so E_loc = E0.

### A worked low-k example

Consider a model interlayer dielectric made of parallel silica-like rods separated by empty gaps. The round parameters are k_i = 4, a rough static value for dense silica, a = 3 nm, d = 10 nm, and an average field of 1 MV/cm across the rods.

β = 3/5 = 0.600

α/ε0 = 2π × 9 nm² × 0.600 = 33.93 nm²

n = 1/(100 nm²) = 0.0100 nm⁻², or 1.00 × 10¹² cm⁻²

u = 0.0100 × 33.93 = 0.3393, u/2 = 0.1696

k = (1 + 0.1696)/(1 − 0.1696) = 1.409

The filled fraction is f = 0.283. A separate calculation of α, from the surface charge that satisfies the displacement condition at 400 points around the rod, also gives 33.93 nm².

The local field is (k + 1)/2 = 1.204 times the average, or 1.204 MV/cm. The polarization is ε0(k − 1)E = 0.0362 µC/cm².

Setting E_loc = E would give k = 1 + u = 1.339, which makes k − 1 too small by 17% of its value under the law. Using P/(3ε0), which belongs to point dipoles on a cubic lattice, would give 1.383, and k − 1 would be 6% too small.

### Thick rods: when a line is more than a dipole

The field of the neighbours is zero at the centre of a rod but not across its whole width. To follow this, write positions as complex numbers z = x + iy. For a potential φ that is the real part of F(z), E_x − iE_y = −dF/dz. A dipole along x at z_j has F = B/(z − z_j), and its field near the origin is

B/(z − z_j)² = B[1/z_j² + 2z/z_j³ + 3z²/z_j⁴ + …].

Sum over the other lines. The first term cancels by the 90° pairing, since turning z_j by 90° changes the sign of z_j². The second cancels between z_j and −z_j. The third survives, because a 90° turn leaves z_j⁴ unchanged. With the pure number S = Σ(d/z_j)⁴, the neighbours' field is 3BSz²/d⁴. The four nearest lines contribute 4 to S. The four diagonal ones have z_j⁴ = −4d⁴ and contribute −1, so these eight give S ≈ 3.

This field corresponds to the potential term −(BS/d⁴)r³ cos 3θ. The rod answers with a term B₃ cos 3θ/r³. In the matching conditions each radial derivative now carries the factor 3, which cancels, so the same β appears:

B₃ = βa⁶BS/d⁴.

These terms on all the other rods produce at the origin the field Σ3B₃/z_j⁴ = 3B₃S/d⁴. They carry no dipole moment and leave the disc average unchanged. With B = βa²E_loc, the extra field relative to E_loc is

3β²S²(a/d)⁸ = (3S²/π⁴)β²f⁴.

To leading order, this is the relative increase of the effective α, and so of (k − 1)/(k + 1).

This can be set against a solution of Laplace's equation in one cell of the array with a finite rod, which uses neither the local-field formula nor lattice sums. For k_i = 4, the relative excess of (k − 1)/(k + 1) over fβ is 1.101 × 10⁻⁵ at f = 0.1 and 1.762 × 10⁻⁴ at f = 0.2. The ratio is 16.00, the fourth power of 2. Dividing the first value by β²f⁴ gives 0.306, which corresponds to S = 3.15, close to the eight-line estimate.

In the example the cell solution gives k = 1.4090 against 1.4086 from the law, a change of 3 × 10⁻⁴. The dipole approximation is ample for k.

It is less accurate for the field at the rod's surface. At the pole, r = a and θ = 0, the dipole solution gives

E_loc + B/a² = (1 + β)E_loc = 1.600 × 1.204 MV/cm = 1.927 MV/cm.

The cell solution gives 2.020 MV/cm, 4.8% higher. The quadratic field 3BSa²/d⁴ explains most of this. The rod's response multiplies it by the same 1 + β, so its share relative to the dipole value is 3βS(a/d)⁴, or 4.4% with S = 3. The relative correction is thus of order f² for the surface field, and only of order f⁴ for k − 1.

### Changing the density

Now vary the pitch with the rod radius and k_i held fixed. The law says that (k − 1)/(k + 1) divided by n should be α/(2ε0) = 16.965 nm². The cell solutions, which include the finite thickness, give

d = 20 nm: k = 1.0886, quotient 16.965 nm²
d = 14 nm: k = 1.1895, quotient 16.965 nm²
d = 10 nm: k = 1.4090, quotient 16.977 nm²
d = 8 nm: k = 1.7255, quotient 17.036 nm²

From the first to the last, n rises by a factor 6.25. The quotient changes by 0.4%, while k − 1 grows by a factor 8.2. It is therefore (k − 1)/(k + 1), and not k − 1, that measures the density over this range.

For rods of one size and material, mass density is proportional to n and can take its place. If the rods are thickened at fixed pitch instead, n is constant and α grows. In that case (k − 1)/(k + 1) = βf still follows the solid fraction, within the dipole approximation.

### An array that is no longer square

Suppose the film shrinks vertically, so that the spacings become d_x = 10 nm and d_y = 9 nm, with the rods still round and of the same radius. The near fields no longer cancel. For dipoles along x they add Tp/ε0 at the centre, with the sum T = Σ(x² − y²)/(2πr⁴) taken over a large disc. For dipoles along y, x and y change roles and the sum is −T. As p = P d_x d_y,

E_loc = E + L P/ε0, with L_x = 1/2 + T d_x d_y and L_y = 1/2 − T d_x d_y.

So L_x + L_y = 1, and the square array is the case in which the two are equal. Repeating the earlier algebra with L in place of 1/2,

P = u(ε0E + LP), hence k − 1 = u/(1 − Lu).

The coupled-dipole slab, applied to this array, gives k = 1.450 for a horizontal field and 1.480 for a vertical one. Solving the last formula for L yields L_x = 0.431 and L_y = 0.569, and their sum is 1.000. That sum is not a separate test, because the couplings for the two directions differ only in sign. The values themselves can be checked: summing T over a large disc gives T d_x d_y = −0.069, which reproduces both through L_x = 1/2 + T d_x d_y and L_y = 1/2 − T d_x d_y.

The square-array law at the new density would give 1.465 for both directions. A vertical field thus sees k rise from 1.409 to 1.480. About 0.056 of the rise comes from density and 0.015 from the changed arrangement. The sign follows from the dipole field: with a vertical field, the lines brought closer lie on the axes of the dipoles and reinforce them.

### A field with a component along the rods

Along the rods the field is tangential to every surface and has the same value in rod and gap. The average displacement is ε0[fk_i + (1 − f)]E, so

k_par = 1 + f(k_i − 1) = 1.848.

No local-field correction appears, and the density law doesn't apply to this direction. If the rods are tilted so that the average field makes an angle θ with the transverse plane, its components are E cos θ across and E sin θ along the rods. Projecting D back on the direction of E gives

k_θ = k cos²θ + k_par sin²θ.

A tilt of 10° gives 1.422, an increase of 0.013.

### A film of water on the rods

Moisture adsorbed on the rods changes α itself. Let a film of permittivity k_s extend from a to b. In the film put φ = (−Gr + H/r) cos θ. Matching at r = a is the earlier problem with k_i/k_s in place of k_i:

H = γa²G, with γ = (k_i − k_s)/(k_i + k_s).

With g = a²/b², the potential at r = b is −Gb(1 − gγ) cos θ, and the normal displacement is ε0k_sG(1 + gγ) cos θ. A uniform rod of radius b and permittivity k_eq, with inner field C, has −Cb cos θ and ε0k_eqC cos θ there. Equal ratios make the two indistinguishable from outside in a uniform field:

k_eq = k_s(1 + gγ)/(1 − gγ).

Take a film of 0.3 nm, about one molecular layer, and give it the rough permittivity of liquid water, k_s = 80. This value is an illustration and not an upper bound. The response of a layer one molecule thick can differ from that of the liquid and can depend on direction, which the model leaves out. Then g = 0.826, γ = −0.905 and gγ = −0.748, so k_eq = 11.5. With b = 3.3 nm the polarizability becomes α/ε0 = 57.5 nm², u/2 = 0.288, and

k = 1.288/0.712 = 1.81.

The increase of 0.40 nearly doubles k − 1. The law still holds, but with a different α. A series of samples in which moisture varies along with density would not show the proportionality.

### The model beside real interlayer dielectrics

Porous silica-based interlayer films lower their permittivity by including empty volume, and the example follows the same principle. Its void fraction of 72% is high, and its k of 1.41 lies well below the rough range of 2 to 3 for porous films meant for use. The average field of 1 MV/cm is also on the high side: 1 V across 20 nm is 0.5 MV/cm. In this linear model k doesn't depend on that choice.

The assumption that a real porous film breaks most plainly is the geometry. Its solid is a connected skeleton, with parts running along the field. For the example's own solid fraction, turning all the rods into the field direction moves k from 1.41 to 1.85, which shows how large the effect of arrangement can be. Adsorbed water can matter as much if the layer responds like the bulk liquid: the illustration above gives about 0.4 for one molecular layer with k_s = 80. The same film would add about 0.23 with k_s = 20 and only about 0.06 with k_s = 2, and a thicker film would add more. Shrinkage by 10% and a tilt of 10° move k by 0.07 and 0.01, and the finite thickness of the dry rods by less than 0.001 (about 0.004 for the rods with the water film). The model also gives a rod 3 nm in radius the permittivity of the bulk solid. The error of that assumption isn't estimated here, and neither are leakage and breakdown.

The numerical output lists the main computed values of both halves.

Values computed for the example and the checks

```
TESTS
disc average, inner dipole (scaled): -0.01592
  expected from -p/(2 eps0 pi R^2): -0.01592
near-line sum, square array: 3.5e-17
near-line sum, 1 by 0.8 array: -0.1861
largest relative slab-law difference: 1.3e-06
multipole deviation at f=0.1: 1.101e-05
multipole deviation at f=0.2: 1.762e-04
growth on doubling f: 16.00
EXAMPLE
rod permittivity k_i: 4.0
rod radius: 3.0 nm; pitch: 10.0 nm
average field: 1.0 MV/cm
beta: 0.6000
alpha/eps0: 33.929 nm^2
alpha/eps0 from surface charge: 33.929 nm^2
alpha: 3.004e-28 F m
line density n: 0.0100 nm^-2 = 1.00e+12 cm^-2
area fraction f: 0.2827
n alpha/eps0: 0.3393; half of it: 0.1696
k from the law: 1.4086
k from the cell solution: 1.4090
multipole change of k: 3.47e-04
k without local-field term: 1.3393
k with factor 1/3: 1.3826
local field: 1.2043 MV/cm
polarization: 0.0362 uC/cm2
rod-pole field, dipole level: 1.927 MV/cm
rod-pole field, cell solution: 2.020 MV/cm
cell shift, 30 to 40 terms: 4.4e-15
slab shift, 5 to 9 rows and longer rows: 1.1e-07
PITCH SERIES, radius fixed
alpha/(2 eps0): 16.965 nm^2
pitch nm | n nm^-2 | k law | k cell | (k-1)/(k+1)/n nm^2, cell
8 | 0.01562 | 1.7214 | 1.7255 | 17.036
10 | 0.01000 | 1.4086 | 1.4090 | 16.977
14 | 0.00510 | 1.1895 | 1.1895 | 16.965
20 | 0.00250 | 1.0886 | 1.0886 | 16.965
NEGLECTED EFFECTS
shrunk vertical pitch: 9.0 nm
k law at shrunk density: 1.4646
k horizontal: 1.4502; k vertical: 1.4799
L horizontal: 0.4312; L vertical: 0.5688
k along rods: 1.8482
k at 10 degree tilt: 1.4219
water film: 0.3 nm, permittivity 80
g: 0.8264; gamma: -0.9048
equivalent rod permittivity: 11.547
wet alpha/eps0: 57.517 nm^2
k with water film: 1.8074; change: 0.3987
```
